Spin-spin zero-field splitting in a plane-wave supercell by fast Fourier transforms

Definitions and conventions

A state of total spin S ≥ 1 splits at zero field according to H = S·D·S = Σ_ab D_ab S_a S_b, with D symmetric and traceless, in frequency units. For axial symmetry about z, D_xx = D_yy = −D_zz/2, so H = (3/2)D_zz[S_z² − S(S+1)/3], and the scalar parameter is D = (3/2)D_zz. Only the first-order dipolar interaction of electron spins is treated; spin-orbit contributions are left out. Each electron has the moment −g μ_B s, the two minus signs cancel, and

H_dd = C Σ_{i<j} Σ_ab T_ab(r_i − r_j) s_ia s_jb
T_ab(r) = (r²δ_ab − 3r_a r_b)/r⁵, C = μ0(g μ_B)²/(4πh) = 52041.02 MHz Å³.

Integrals over T are principal values with a small sphere removed at r = 0. The contact term is isotropic and does not enter a traceless D. Lengths are in Å and Fourier transforms are f(G) = ∫f(r)e^{−iG·r}d³r. The cell has volume Ω, lattice vectors L and N_g grid points. The state is one determinant of N orthonormal spin orbitals with M_S = S and spatial parts ψ_i, at the Γ point. The ψ_i must be true all-electron orbitals; smooth pseudo-orbitals need their core parts restored, which is not treated here.

From the determinant to pair integrals

T is symmetric and traceless, so it picks out the rank-2 part of the spin product, q_ab(ij) = ½(s_ia s_jb + s_ib s_ja) − δ_ab s_i·s_j/3. For a fixed spatial function f, the operators Σ_{i<j} f(r_ij)q_cd(ij) form a rank-2 tensor under spin rotations. Within one spin multiplet the Wigner–Eckart theorem makes them equal to λ[f]Q_cd, with Q_cd = ½(S_cS_d + S_dS_c) − δ_cd S²/3. The zz component in the state M_S = S fixes λ. There ⟨Q_zz⟩ = S² − S(S+1)/3 = S(2S−1)/3, and q_zz = o/3 with

o = 2s_1z s_2z − ½(s_1+ s_2− + s_1− s_2+).

Hence D_ab = Cλ[T_ab] = C⟨Σ_{i<j} T_ab o⟩/[S(2S−1)]. In the Slater–Condon rule each pair gives direct minus exchange. For parallel spins both spin factors are 2·¼ = ½. For antiparallel spins the direct factor is −½, and the exchange factor ⟨αβ|o|βα⟩ is also −½, from the spin-flip term. With χ_ij = +1 for parallel and −1 for antiparallel spins,

D_ab = C/[2S(2S−1)] · ⟨T_ab⟩, ⟨T_ab⟩ = Σ_{i<j} χ_ij (J_ij − K_ij)
J_ij = ∬|ψ_i(1)|² T |ψ_j(2)|², K_ij = ∬ρ_ij(1) T ρ_ij*(2), ρ_ij = ψ_i*ψ_j.

Equivalently J_ij − K_ij = ∬|Φ_ij|²T with Φ_ij = [ψ_i(1)ψ_j(2) − ψ_j(1)ψ_i(2)]/√2. The numerical check builds all four states of a five-electron S = 3/2 multiplet on five sites and finds the matrix of H_dd equal to S·D·S to 1.3×10⁻¹⁴ of its largest element. Without the antiparallel exchange the deviation is 0.039 on the same scale. The Wigner–Eckart step needs an eigenfunction of S²; for a spin-contaminated unrestricted determinant the formula is an approximation, and a small excess in ⟨S²⟩ does not make its effect small. In the cc-pVDZ basis, triplet O₂ gives D = 2.51 cm⁻¹ from the unrestricted Hartree–Fock determinant (⟨S²⟩ = 2.033) against 1.51 cm⁻¹ from the restricted open-shell one, and triplet CH₂ gives 1.00 cm⁻¹ (⟨S²⟩ = 2.016) against 0.77 cm⁻¹.

Since J_ii = K_ii, the sum over i<j is half the sum over all i, j. Writing χ_ij = σ_iσ_j with σ = ±1,

⟨T⟩ = ½∬[m(1)m(2) − |γ(1,2)|²] T
m = Σ_i σ_i|ψ_i|², γ(1,2) = Σ_i σ_i ψ_i(1)ψ_i*(2).

The result depends on the spin density matrix γ = γ^α − γ^β alone, m being its diagonal. A doubly occupied orbital cancels in γ and drops out.

The naive scheme and its two faults

The direct route sums |Φ_ij(r₁,r₂)|²T(r₁−r₂) over all pairs of grid points. The first fault is cost: N(N−1)/2 pairs times N_g² terms, or N·N_g² if γ(1,2) is assembled first. The second is the kernel. Φ_ij vanishes linearly at r₁ = r₂, so the integrand is an angular function times 1/r: integrable, but not smooth, and a point sum over it is not exact even for orbitals with finitely many plane waves. Since T depends on r₁ − r₂, the integrals are convolutions. Evaluating them in reciprocal space removes the singular point sum, at the price of periodic images treated below, and lowers the cost by a factor counted below.

The kernel in reciprocal space

Away from the origin ∂_a∂_b(1/r) = (3r_a r_b − r²δ_ab)/r⁵ = −T_ab. The removed sphere contributes, by the divergence theorem, ∮n_a ∂_b(1/r)dA = −∫n_a n_b dω = −(4π/3)δ_ab, where dω is the solid angle. As distributions,

T_ab = −∂_a∂_b(1/r) − (4π/3)δ_ab δ(r).

From ∇²(1/r) = −4πδ(r), the transform of 1/r is 4π/G², and −∂_a∂_b becomes +G_aG_b:

T_ab(G) = 4π(G_aG_b/G² − δ_ab/3).

The kernel is bounded, even in G and traceless. Represent it in the cell by T_per(r) = (1/Ω)Σ_{G≠0}T(G)e^{iG·r}; the meaning of dropping G = 0 is settled below. For any function n, ∫n*(1)e^{iG·r₁} = n(G)* and ∫n(2)e^{−iG·r₂} = n(G), so ∬n*(1)T_per n(2) = (1/Ω)ΣT(G)|n(G)|². Applying this to m and to each ρ_ij,

⟨T_ab⟩ = (4π/Ω) Σ_{G≠0} (G_aG_b/G² − δ_ab/3) W(G)
W(G) = ½[|m(G)|² − Σ_ij χ_ij|ρ_ij(G)|²].

Because ρ_ji = ρ_ij*, |ρ_ji(G)|² = |ρ_ij(−G)|², and the even kernel gives both the same contribution, so i ≤ j suffices with weight 2 off the diagonal. The scheme is: transform m; form and transform each ρ_ij; accumulate the single real array W; contract it once with the kernel for all tensor components. The check compares this with the explicit double sum over r₁ and r₂ for random complex orbitals on a 5×5×7 grid, which tests the complex conjugations.

The grid must be finer than the orbitals need

A grid of n points per axis cannot tell index k from k + n. If the orbitals have |k| ≤ n_max, they fit on 2n_max + 1 points, but a product has |k| ≤ 2n_max and needs n ≥ 4n_max + 1. Doubling the wave vector means four times the kinetic-energy cutoff. On such a grid ρ_ij(G) is exact for the given coefficients. This holds for orbitals with finitely many plane waves. All-electron orbitals have no finite n_max, and the grid step must be converged for each system. For the singly occupied restricted open-shell orbitals of triplet O₂ in cc-pVDZ, in a 10 Å cube with the truncated kernel derived below, steps of 0.31, 0.16 and 0.11 Å give D off by −21 %, −0.4 % and +0.1 % from the analytic integrals, and for triplet CH₂ by −8 %, −0.5 % and −0.1 %. The step 0.3125 Å used in the worked example suits its smooth Gaussians only. For the model below with the orbitals cut at 5 Å⁻¹ in a 10 Å cell, n_max = 7 and the condition is n ≥ 29. Grids of 30³ and 40³ both give D = −8448.1950 MHz. A 16³ grid, which holds the orbitals but not their products, gives −8455.2238 MHz, off by 7.03 MHz or 8×10⁻⁴ of D.

Cost

The scheme takes N(N+1)/2 + 1 transforms of about 5N_g log₂N_g operations each. For a model size N = 1000 and N_g = 128³ = 2097152 this is 500501 transforms and 1.10×10¹⁴ operations, against 2.20×10¹⁸ multiply-adds for the pairwise double sum and 4.40×10¹⁵ for the density-matrix sum. These are counts, not timings. The ratio of the density-matrix count to the transform count is, for large N, 2N_g/(5N log₂N_g), here 40. With N and N_g both proportional to Ω the two routes share the cubic power, and the gain comes from N_g being much larger than N. The orbitals on the grid take 33.6 GB in double-precision complex storage.

A larger saving uses γ. With γ = Σ_k λ_k φ_k φ_k*, the exchange sum is Σ_kl λ_kλ_l K_kl over eigenfunctions, which the check confirms on an unrestricted five-site determinant. In a restricted open-shell determinant 2S eigenvalues are 1 and the rest vanish, so S(2S+1) pair transforms suffice whatever N is. In an unrestricted one, discarding small |λ_k| is an approximation whose error must be monitored.

What periodicity adds

The price of the transform is that T_per is not T. The lattice sum Σ_L T(r+L) converges conditionally, since the terms fall as 1/L³. Damp it with a smooth spherical cutoff u(r/Λ). Poisson summation gives (1/Ω)Σ_G [Tu](G)e^{iG·r}. As Λ → ∞ the terms with G ≠ 0 tend to T(G), while the G = 0 term is ∫(u/r)dr ∫(δ_ab − 3n_a n_b)dω = 0. Dropping G = 0 therefore means summing the images in spherical order. For another outer shape with surface radius r(n), the G = 0 term is (1/Ω)∫(δ_ab − 3n_a n_b) ln r(n) dω, from ∫dr/r. For an ellipsoid this equals (4π/Ω)(N_ab − δ_ab/3), where 4πN_ab = −∂_a∂_b∫d³r′/|r−r′| is the depolarization tensor, by the distributional identity above integrated over the body. A 2:1 prolate ordering has N_z = 0.173564, and the cubic lattice sum so ordered gives ΩΣ′T_zz = −2.007721 = 4π(0.173564 − 1/3), as the check asserts. The prime omits L = 0.

Assume γ is confined well inside the cell; individual orbitals may be extended, since they enter through γ alone. Let p(r) = Σ_{i<j}χ_ij∫|Φ_ij(r₂+r, r₂)|²d³r₂ be the weighted distribution of r = r₁ − r₂, which is even in r. The isolated value is ∫pT, and the error is

δT_ab = ∫p(r) Σ′_L T_ab(r+L) d³r.

If p is negligible beyond the shortest |L|, T(r+L) can be expanded in r. Odd terms vanish, and

δT_ab = wΣ′T_ab(L) + ½ M_cd S_abcd + …
w = ∫p, M_cd = ∫p r_c r_d, S_abcd = −Σ′∂_a∂_b∂_c∂_d(1/|L|).

The weight is w = Σ_{i<j}χ_ij(1 − |O_ij|²), with O_ij the spatial overlap. Since Σσ_i = 2S and N = 2S + 2N_β, Σ_{i<j}χ_ij = (4S² − N)/2 = S(2S−1) − N_β. Parallel overlaps vanish, so w = S(2S−1) − (N_β − Σ_{αβ}|O_ij|²). The bracket is ‖S₊Ψ‖²: flipping β orbital j leaves the part of it outside the occupied α space, of squared norm 1 − Σ_i|O_ij|², and different j give orthogonal states. With ⟨S²⟩ = S(S+1) + ‖S₊Ψ‖²,

w = S(2S−1) − [⟨S²⟩ − S(S+1)].

The unrestricted test determinant has ⟨S²⟩ = 3.901647, and 3 − (3.901647 − 3.75) = 2.848353 is the computed w. For a pure spin state the leading error is δD_ab = (C/2)Σ′T_ab(L). It does not depend on the orbitals and scales as 1/Ω at fixed cell shape.

In a cubic lattice Σ′T_ab in spherical order is invariant under the cubic group, hence proportional to δ_ab, and traceless, hence zero. The error then starts at L⁻⁵. Comparing 1/|r − tẑ| = Σ tˡP_l(cosθ)/r^{l+1} with its Taylor series gives ∂_zˡ(1/r) = (−1)ˡ l! P_l/r^{l+1}. For the simple cubic cell of edge L define A_l = Σ′P_l(cosθ)/|k|^{l+1} over integer vectors k. Then S_zzzz = −24A₄/L⁵. Cubic symmetry leaves one other component type, and ∇²(1/r) = 0 gives S_zzzz + 2S_zzxx = 0. For an axial moment M = M_⊥δ + ΔM nn the isotropic part drops out by the same Laplace condition, and

δT_nn = ½ΔM[S_zzzz Σn_a⁴ + 6S_zzxx Σ_{a<b}n_a²n_b²].

With Σ_{a<b}n_a²n_b² = (1 − Σn_a⁴)/2 the bracket is S_zzzz[Σn_a⁴ − (3/2)(1 − Σn_a⁴)], so

δT_nn = −12A₄K₄(n)ΔM/L⁵, K₄ = (5/2)(Σn_a⁴ − 3/5).

K₄ is 1 along [001] and −2/3 along [111], so at this order the sign of the error depends on how the defect axis sits in the cell.

Removing the images

Set T to zero beyond a radius R_c. Write T_ab = −3(n_a n_b − δ_ab/3)/r³. The plane-wave expansion gives ∫e^{−iG·r}(n_a n_b − δ_ab/3)dω = 4π(−i)²j₂(Gr)(Ĝ_aĜ_b − δ_ab/3), so

T^c_ab(G) = 12π(Ĝ_aĜ_b − δ_ab/3)∫₀^{GR_c} j₂(x)/x dx.

From d(j₁/x)/dx = −j₂/x and j₁/x → 1/3 at x = 0,

T^c(G) = T(G)[1 − 3j₁(GR_c)/(GR_c)].

For R_c → ∞ this reproduces T(G) by a second route. For small G the factor is (GR_c)²/10, from j₁ = x/3 − x³/30, so the ambiguity at G = 0 disappears. If p vanishes beyond |r| = a, the L = 0 term is complete when R_c ≥ a and no image contributes when R_c ≤ L_min − a. Both can hold when a ≤ L_min/2, and then R_c = L_min/2 satisfies them. The extra cost is one multiplication of W. The truncation fails when γ spreads over the cell, and it does nothing about the cell dependence of the orbitals themselves.

Two Gaussian orbitals

Take normalized a, b ∝ exp(−α|r ∓ R/2|²) with R along n. The exponent of ab is −2αr² − αR²/2, so the overlap is s = exp(−αR²/2). The triplet occupies σ_g = (a+b)/√(2(1+s)) and σ_u = (a−b)/√(2(1−s)). In σ_g(1)σ_u(2) − σ_u(1)σ_g(2) the aa and bb terms cancel, leaving Φ = −[a(1)b(2) − b(1)a(2)]/√(2(1−s²)). With r₁,₂ = X ± r/2, the exponent of a(1)b(2) is −α[2X² + ½|r−R|²], and that of b(1)a(2) has R → −R. The X factor is common and integrates out. Squaring, with ½(|r−R|² + |r+R|²) = r² + R²,

p(r) = [ν(r−R) + ν(r+R) − 2s²ν(r)]/[2(1−s²)], ν(r) = (α/π)^{3/2}e^{−αr²}.

The average of T over ν centred at distance r is the traceless part of −∂_a∂_bφ, with φ the potential of the charge ν. For spherical φ, ∂_a∂_bφ = (φ″ − φ′/r)n_a n_b + (φ′/r)δ_ab. Gauss's law gives φ′ = −q/r² with enclosed charge q = erf x − (2/√π)x e^{−x²}, x = √α r, and q′ = 4πr²ν. Then φ″ − φ′/r = 3q/r³ − 4πν = 3F/r³, where, using 4πνr³/3 = (2/√π)(2x³/3)e^{−x²},

F(x) = erf x − (2/√π)(x + 2x³/3)e^{−x²}.

Its derivative is 8x⁴e^{−x²}/(3√π), which identifies F with the regularized incomplete gamma function P(5/2, x²). The smeared kernel is T^α(r) = F(√α r)T(r), and it vanishes at r = 0, so the term s²ν(r) contributes nothing. With T_nn(R) = −2/R³ and S = 1,

⟨T_nn⟩ = −(2/R³)F(√α R)/(1−s²), D = (3/2)(C/2)⟨T_nn⟩ = (3/4)C⟨T_nn⟩.

For large R, F → 1 and s → 0, giving the point-dipole value −3C/(2R³). For small R, F ≈ 8x⁵/(15√π) and 1 − s² ≈ x², so ⟨T_zz⟩ → −16α^{3/2}/(15√π), the finite value for an s and a p_z Gaussian on one centre.

The image error follows in closed form. The two displaced terms are equal by inversion of the lattice, so

δT = Σ′[T^α(L+R) − s²T^α(L)]/(1−s²).

For images far outside the Gaussian width F differs from 1 by an exponentially small amount. Expanding T_zz(L+R) in R along z gives terms −(R^k/k!)∂_z^{k+2}(1/|L|), with coefficients 24/2 = 12 and 720/24 = 30. In a cubic cell along [001],

δT_zz = −[12A₄R²/L⁵ + 30A₆R⁴/L⁷ + …]/(1−s²),

which agrees with the general result for ΔM = R²/(1−s²), the anisotropic second moment of p.

Worked example

The model parameters are α = 1 Å⁻² and R = 2 Å, with grid step 0.3125 Å. Then s² = 0.018316, 1 − s² = 0.981684 and F(2) = 0.843764, so

⟨T_nn⟩ = −(2/8)(0.843764/0.981684) = −0.214877 Å⁻³
D = 0.75 × 52041.02 × (−0.214877) = −8386.8 MHz = −0.27975 cm⁻¹.

Quadrature of p(r)T_zz gives the same −0.214876697 Å⁻³. Point dipoles at 2 Å would give −9757.7 MHz, so the orbital spread reduces |D| by the factor 0.8595. The one-centre s, p_z limit, computed on the grid, is −0.601802 Å⁻³ or −23488.8 MHz.

With A₄ = 3.108227, A₆ = 0.573329, ΔM = 4/0.981684 = 4.074629 Å² and 0.75C = 39030.8 MHz Å³, the predicted error at L = 10 Å is

−39030.8 × 12 × 3.108227 × 4.074629/10⁵ = −59.32 MHz
−39030.8 × 30 × 0.573329 × 16/(0.981684 × 10⁷) = −1.09 MHz.

For cubic cells with the axis along [001], the error of D with respect to the isolated value, in MHz, is:

L (Å)   FFT       L⁻⁵      L⁻⁵ + L⁻⁷
10      −60.888   −59.318  −60.413
15      −7.888    −7.811   −7.876
20      −1.863    −1.854   −1.862
30      −0.2446   −0.2441  −0.2446

Relative to the isolated D the error falls from 7.3×10⁻³ to 2.9×10⁻⁵, and the exponent between 20 and 30 Å is 5.007. In each cell the check asserts agreement with the real-space image sum within 2×10⁻⁹ Å⁻³. Along [111] at 30 Å the error is +0.1618 MHz. Its ratio to the [001] error is −0.6616 against the leading-order −2/3; the difference, 0.8 % of 2/3, is of the order (R/L)² = 0.0044 of the next term, and this error also matches its image sum.

A tetragonal cell with c/a = 1.5 and the axis along c has ΩΣ′T_zz = 5.13352. At a = 10 Å, Ω = 1500 Å³ and the leading term is 39030.8 × 5.13352/1500 = 133.58 MHz. The actual error is 98.66 MHz, because the term −12ΔMΣ′P₄/|L|⁵ is not yet small: including it gives 96.30 MHz. At a = 20 Å the numbers are 16.70, 15.55 and 15.53 MHz. Doubling the cell reduced the error by 6.3, short of the asymptotic 8, so a pure 1/Ω extrapolation from these two cells would be biased. The 20×20×30 Å cell has an error about eight times that of the smaller 20 Å cube, and of opposite sign.

With the truncated kernel and R_c = L/2, the 10 Å cube gives −8386.791 MHz, a relative error of −1.2×10⁻⁶ in place of 7.3×10⁻³. The Gaussian p has no sharp support, and its tail beyond 5 Å leaves such a remainder. At 15 Å the check asserts agreement within 2×10⁻⁹ Å⁻³, and the printed relative deviation is 1.3×10⁻¹².

The split into ΣJ_ij and ΣK_ij over pairs i<j depends on the choice of orbitals, because the omitted self terms J_ii = K_ii change under a rotation; the two terms ½∬mTm and ½∬|γ|²T, which include them, depend on γ alone and are each invariant. For σ_g and σ_u, write (f|g) = ∬f T_nn g and τ = (a²|b²) = −2F/R³. The densities are (a² + b² ± 2ab)/[2(1 ± s)], and the cross terms in J cancel, leaving J = [(a²+b²|a²+b²) − 4(ab|ab)]/[4(1−s²)]. The integrals (a²|a²), (b²|b²) and (ab|ab) pair concentric spherical densities and vanish, so J = τ/[2(1−s²)]. The pair density is (a² − b²)/[2√(1−s²)], so K = −τ/[2(1−s²)]. The computed parts of D are accordingly −4193.4 and +4193.4 MHz. For the localized orbitals (σ_g ± σ_u)/√2 they are −8017.4 and +369.4 MHz. The difference is −8386.8 MHz in both cases, since γ is unchanged by the rotation. Neglecting exchange would cost half of D in the first basis and 4 % in the second. Adding a doubly occupied p_x Gaussian leaves ⟨T_zz⟩ unchanged within the same tolerance of 2×10⁻⁹ Å⁻³.

Computed results

```
S=3/2 model: rel. dev. pair formula 1.3e-14; without antiparallel exchange 0.039
unrestricted model: <S^2> = 3.901647, monopole weight w = 2.848353
C = 52041.02 MHz A^3; alpha = 1.0 A^-2; R = 2.0 A; grid step = 0.3125 A
overlap s = 0.135335; s^2 = 0.018316; P(5/2,alpha R^2) = 0.843764
<T_nn> closed form = -0.214876697 A^-3; quadrature = -0.214876697 A^-3
isolated D = -8386.801 MHz = -0.27975 cm^-1; point dipoles D = -9757.690 MHz
simple cubic A4 = 3.108227, A6 = 0.573329; Delta M = 4.074629 A^2
prolate 2:1 ordering: N_z = 0.173564, V*sum T_zz = -2.007721
cubic [001]: L(A), D_FFT, error, image sum, L^-5 term, L^-5 + L^-7 (MHz), rel. error
  10 -8447.689 -60.8878 -60.8878 -59.3184 -60.4125 7.26e-03
  15 -8394.689 -7.8877 -7.8877 -7.8115 -7.8755 9.40e-04
  20 -8388.664 -1.8632 -1.8632 -1.8537 -1.8622 2.22e-04
  30 -8387.046 -0.2446 -0.2446 -0.2441 -0.2446 2.92e-05
cubic exponent (20->30 A) = 5.007; L=30 A [111] error = 0.1618 MHz, ratio to [001] = -0.6616
tetragonal c/a=1.5: a(A), D_FFT, error, 1/V term, 1/V + a^-5 (MHz), rel. error
  10 -8288.141 98.660 133.577 96.301 -1.18e-02
  20 -8371.250 15.552 16.697 15.532 -1.85e-03
tetragonal shape constant V*sum T_zz = 5.13352
truncated kernel, L = 10 A, Rc = 5.0 A: D = -8386.7914 MHz, rel. error -1.2e-06
truncated kernel, L = 15 A, Rc = 7.5 A: D = -8386.8012 MHz, rel. error 1.3e-12
sigma_g,sigma_u: direct -4193.401 MHz, exchange 4193.401 MHz, difference -8386.801 MHz
localized: direct -8017.424 MHz, exchange 369.378 MHz, difference -8386.801 MHz
one-centre s,pz: <T_zz> = -0.60180222 A^-3, D = -23488.80 MHz
orbital cutoff 5.0 A^-1, L = 10 A, n_max = 7
  D on 16^3, 30^3, 40^3 grids = -8455.2238, -8448.1950, -8448.1950 MHz
cost model: N = 1000, Ng = 2097152, FFTs = 500501, flops at 5 Ng log2 Ng each = 1.10e+14
  real space: pairwise 2.20e+18, density matrix 4.40e+15 multiply-adds
  orbital storage (complex128 on grid) = 33.6 GB
```
